# The evanescent branch point of a diatomic chain with same-sublattice hopping

**Q:** Two kinds of site alternate along a chain, with energies $+\Delta$ and $-\Delta$. I now let electrons hop between like sites too. That adds the same $2t_2\cos k$ to both bands. How can a term common to both bands move any level relative to the middle of the gap?

**A:** It is common to both bands at one value of $k$. The band edges and the branch point belong to different values of $k$, so the term need not be the same for them. To see what follows, we need the model in full.

Cell $n$ holds site $A_n$, with energy $+\Delta$ ($\Delta>0$), and site $B_n$, half a cell to its right, with energy $-\Delta$. A real hopping $t\neq0$, of either sign, joins all neighbours. A real hopping $t_2$ joins like sites in adjacent cells and is equal on both sublattices. The orbitals are orthonormal, and $k$ is the phase per two-atom cell. Since $A_n$ couples to $B_n$ and $B_{n-1}$,

$$H(k)=\begin{pmatrix}\Delta+2t_2\cos k & t(1+e^{-ik})\\ t(1+e^{ik}) & -\Delta+2t_2\cos k\end{pmatrix}.$$

The product of the off-diagonal elements is

$$t^2(1+e^{-ik})(1+e^{ik})=2t^2(1+\cos k).$$

With $x=\cos k$, the condition $\det(H-E)=0$ reads $(2t_2x-E)^2-\Delta^2-2t^2(1+x)=0$, so

$$E_\pm(x)=2t_2x\pm R(x),\qquad R(x)=\sqrt{\Delta^2+2t^2(1+x)}.$$

At the zone edge, $k=\pi$ and $x=-1$, the energies are $-2t_2\pm\Delta$. Their middle is $-2t_2$.

**Q:** You call that the midgap. Who says the band edges are at the zone edge? A large $t_2$ could put them elsewhere.

**A:** It could, so a condition is needed. In the bands $x$ runs from $-1$ to $1$. The function $R(x)$ is the square root of a linear function and is therefore concave. Hence $E_-$ is convex in $x$ and has its maximum at an end of the interval; $E_+$ is concave and has its minimum at an end. Define $S=\sqrt{\Delta^2+4t^2}$, the value of $R$ at $x=1$. The valence maximum is at the zone edge if

$$-2t_2-\Delta>2t_2-S\quad\Longleftrightarrow\quad 4t_2<S-\Delta.$$

The conduction minimum is there if $-2t_2+\Delta<2t_2+S$, that is, $-4t_2<S-\Delta$. Because $(S-\Delta)(S+\Delta)=4t^2$, both conditions together are

$$|t_2|<\frac{t^2}{S+\Delta}.$$

I assume this until we come to its failure. Then $-2t_2$ is the middle of the true gap, whose width is $E_g=2\Delta$.

**Q:** Inside the gap there are no Bloch states. What is it that branches?

**A:** There are no states with real $k$, but there are solutions that decay along the chain. They matter near a surface, a contact or a defect, where the growth in the other direction is cut off. Set

$$k=\pi+i\kappa,\qquad x=\cos(\pi+i\kappa)=-\cosh\kappa,\qquad \kappa\ge0.$$

The amplitude gains a factor $e^{ik}=-e^{-\kappa}$ per cell: it alternates in sign and decays. In $H(k)$ one must keep $e^{-ik}$ and $e^{ik}$ as written. For complex $k$ they are not complex conjugates, and $H$ is no longer Hermitian.

As $\kappa$ grows from zero, $x$ falls below $-1$ and $R$ shrinks from $\Delta$. The energies $E_+$ and $E_-$ start at the two band edges and meet when $R=0$. Together they form one curve of $\kappa$ against real energy, which is the evanescent loop. The branch point is where its halves meet.

**Q:** Meeting of two roots is one thing, fastest decay is another. With $t_2$ present, why should they coincide?

**A:** Write the secular equation as

$$F(E,x)=(E-2t_2x)^2-\Delta^2-2t^2(1+x)=0.$$

Moving along the curve, $F_E\,dE+F_x\,dx=0$, so $dx/dE=-F_E/F_x$. The decay is extremal where $dx/dE=0$, which requires

$$F_E=2(E-2t_2x)=0\quad\Longrightarrow\quad E=2t_2x.$$

Since $E-2t_2x=\pm R$, this is the same as $R=0$. At that point

$$F_x=-4t_2(E-2t_2x)-2t^2=-2t^2\neq0,$$

so $x$ is a smooth function of $E$ there and the division is allowed.

It is also a single maximum of $\kappa$. On the two halves,

$$\frac{dE_\pm}{dx}=2t_2\pm\frac{t^2}{R}.$$

On the loop $R\le\Delta$, so $t^2/R\ge t^2/\Delta$. The band-edge condition, with $S>\Delta$, gives $2|t_2|<t^2/\Delta$. The second term therefore fixes the sign. As $x$ falls from $-1$, the upper energy falls and the lower one rises until they meet, and neither turns back.

**Q:** Then where do they meet?

**A:** Setting $R=0$ gives

$$1+x_b=-\frac{\Delta^2}{2t^2},\qquad x_b=-1-\frac{\Delta^2}{2t^2}.$$

Inserting this in $E=2t_2x$,

$$E_b=-2t_2-\frac{t_2\Delta^2}{t^2}.$$

Relative to the zone-edge midgap the shift is

$$\delta E_b=E_b-(-2t_2)=-\frac{t_2\Delta^2}{t^2}.$$

No expansion in $t_2$ was made. Within this model the linear dependence on $t_2$ is exact.

This answers your first objection. The common term is $-2t_2$ at the band edges but $2t_2x_b$ at the branch point. The difference, $2t_2(x_b+1)$, is the shift.

**Q:** Does $t_2$ also change how fast the state decays?

**A:** Not at the branch point. From $x_b=-\cosh\kappa_b$ we have $\cosh\kappa_b-1=\Delta^2/(2t^2)$. Using $\cosh\kappa_b-1=2\sinh^2(\kappa_b/2)$,

$$\sinh\frac{\kappa_b}{2}=\frac{\Delta}{2|t|}.$$

The hopping $t_2$ has dropped out. At fixed $\Delta$ and $t$ it moves the energy of fastest decay but leaves the largest decay constant unchanged.

**Q:** But $F$ is quadratic in $x$ once $t_2\neq0$. There is a second decaying state at the same energy. If it decays more slowly, your loop state is irrelevant at a distance.

**A:** That has to be excluded. Collecting powers of $x$,

$$4t_2^2x^2-(4t_2E+2t^2)x+E^2-\Delta^2-2t^2=0.$$

The sum of the roots is $E/t_2+t^2/(2t_2^2)$. At the branch point $E_b/t_2=2x_b$, so subtracting the known root $x_b$ leaves

$$x'=x_b+\frac{t^2}{2t_2^2}.$$

The second state decays faster if $x'>|x_b|=-x_b$, or

$$\frac{t^2}{2t_2^2}>2|x_b|=2+\frac{\Delta^2}{t^2}
\quad\Longleftrightarrow\quad
t_2^2<\frac{t^4}{4t^2+2\Delta^2}.$$

The band-edge condition squared is $t_2^2<t^4/(S+\Delta)^2$, where

$$(S+\Delta)^2=S^2+2S\Delta+\Delta^2=4t^2+2\Delta^2+2S\Delta.$$

This denominator is larger, so the band-edge condition is the stricter one and guarantees what we need. Far from a source at energy $E_b$, the loop state governs the decay. For small $t_2$ the second root $x'$ is large and positive: that state dies within a fraction of a cell and does not alternate in sign.

**Q:** People use the branch point as a neutrality level. Is there anything neutral about this state?

**A:** It belongs equally to the two sublattices once its decay is taken out. At $k=\pi+i\kappa_b$ we have $e^{-ik}=-e^{\kappa_b}$, and

$$H-E_b=\begin{pmatrix}\Delta & t(1-e^{\kappa_b})\\ t(1-e^{-\kappa_b}) & -\Delta\end{pmatrix}.$$

Its square is the unit matrix times

$$\Delta^2+t^2(1-e^{\kappa_b})(1-e^{-\kappa_b})=\Delta^2+2t^2(1-\cosh\kappa_b)=0.$$

A nonzero matrix whose square vanishes has a single eigenvector here, not two: the conduction-like and valence-like solutions have merged. The first row gives

$$\frac{A}{B}=\frac{t(e^{\kappa_b}-1)}{\Delta}
=\frac{2t\,e^{\kappa_b/2}\sinh(\kappa_b/2)}{\Delta}
=\frac{t}{|t|}\,e^{\kappa_b/2}.$$

Site $B_n$ lies half a cell further along the decay, where the envelope is smaller by $e^{-\kappa_b/2}$. That factor accounts for the whole difference in magnitude. At a zone-edge band edge, by contrast, the off-diagonal elements vanish and the state sits on one sublattice.

This supports reading $E_b$ as the energy where evanescent states change from valence to conduction character. That a real interface is neutral when filled to this level is a further hypothesis about the interface. The chain does not prove it.

**Q:** I cannot measure $t_2$ directly. Can the shift be put in terms of something belonging to the bands?

**A:** Use the curvatures at the edges. With $k=\pi+q$ and small $q$, $x\simeq-1+q^2/2$, and $R\simeq\Delta+t^2q^2/(2\Delta)$. Thus

$$E_\pm\simeq-2t_2\pm\Delta+\frac{q^2}{2}\left(2t_2\pm\frac{t^2}{\Delta}\right).$$

The conduction curvature and the downward valence curvature are

$$W_c=\frac{t^2}{\Delta}+2t_2,\qquad W_v=\frac{t^2}{\Delta}-2t_2.$$

Their difference is $4t_2$ and their sum $2t^2/\Delta$. Therefore

$$-\frac{E_g}{4}\,\frac{W_c-W_v}{W_c+W_v}
=-\frac{\Delta}{2}\,\frac{2t_2\Delta}{t^2}=\delta E_b.$$

For cell length $L$ the masses are $m_{c,v}=\hbar^2/(W_{c,v}L^2)$, so equally

$$\delta E_b=-\frac{E_g}{4}\,\frac{m_v-m_c}{m_v+m_c}.$$

The branch point moves away from the band with the lighter mass. For $t_2>0$ that is the conduction band, and the level moves down. The relation is exact only in this model. Added one at a time to $t_2=0.20$ eV, the trial overlap and third-neighbour hopping considered below make it miss the shift by about 0.03 eV.

**Q:** Could it move right out of the gap?

**A:** Not while the band-edge condition holds, since then

$$|\delta E_b|=\frac{|t_2|\Delta^2}{t^2}<\frac{\Delta^2}{S+\Delta}<\frac{\Delta}{2}.$$

The level stays within the middle half of the gap. If $\Delta\ll|t|$, then $\kappa_b\simeq\Delta/|t|$ and $\delta E_b$ is a small fraction of $\Delta$: the state reaches over many cells, and $\cos k$ has hardly changed from its zone-edge value. If $\Delta\gg|t|$, the allowed $|t_2|$ itself shrinks to about $t^2/(2\Delta)$, and the bound approaches $\Delta/2$.

Now let the condition fail, with $t_2>t^2/(S+\Delta)$. The valence maximum jumps to $k=0$, with energy $2t_2-S$. While the gap remains open, its middle is

$$\frac{(-2t_2+\Delta)+(2t_2-S)}{2}=\frac{\Delta-S}{2},$$

not $-2t_2$. The two roots still merge at $E_b$, but the quoted shift no longer refers to the true midgap. Moreover, $E_b$ falls below the valence maximum when

$$-t_2\frac{2t^2+\Delta^2}{t^2}<2t_2-S
\quad\Longleftrightarrow\quad t_2>\frac{t^2S}{4t^2+\Delta^2}=\frac{t^2}{S}.$$

Beyond that value it is not a gap level at all.

**Q:** A chain is not a dielectric. Is there a material in which this is more than an analogy?

**A:** A single sheet of hexagonal boron nitride, described by one orbital per atom, has a slice with the same energies and decay rates as this chain. Let $d$ be the bond length. The vectors from an atom to its neighbours are $(d,0)$ and $(-d/2,\pm\sqrt3d/2)$. Take decay along the first direction, called armchair, and a real transverse wavenumber $k_y$. With $k=3k_xd/2$ and $c=2\cos(\sqrt3k_yd/2)$, the neighbour sum is

$$g=e^{ik_xd}+c\,e^{-ik_xd/2}=e^{ik_xd}(1+c\,e^{-ik}).$$

Multiply it by the same sum with reversed wavevector:

$$u=(1+c\,e^{-ik})(1+c\,e^{ik})=1+c^2+2c\cos k.$$

The product is also a sum over all differences of two neighbour vectors. Three differences are zero; the other six are the vectors to like sites. The like-site sum is therefore $u-3$, and

$$E=t_2(u-3)\pm\sqrt{\Delta^2+t^2u}.$$

For $c=1$, $u=2+2\cos k$. This is the chain with a constant $-t_2$ added, and its zone edge is the K point, where $u=0$ and the midgap is $-3t_2$. The columns of atoms are unevenly spaced, however: a B column lies $d$ beyond each A column, two thirds of a cell rather than half. The equal sublattice weight found for the chain therefore does not carry over exactly to the sheet.

**Q:** An interface contains every transverse wavenumber, not just $c=1$. Does the level smear out?

**A:** In this model it does not. At fixed $c\neq0$, $u$ is linear in $\cos k$, so fastest decay again means that the square root vanishes: $u=-\Delta^2/t^2$. Hence

$$E_b^{\rm sheet}=-3t_2-\frac{t_2\Delta^2}{t^2},$$

with no $c$ in it. A decaying solution exists because

$$|\cos k|=\frac{1+c^2+\Delta^2/t^2}{2|c|}>1,$$

which follows from $1+c^2\ge2|c|$. At $c=0$ there is no dispersion along the decay direction and no loop.

The sheet has its own band-edge condition. In the bands $0\le u\le9$. Comparing the ends, as for the chain, gives $9|t_2|<\sqrt{\Delta^2+9t^2}-\Delta$. In the sheet this condition does not by itself exclude the second root, which is $u'=-\Delta^2/t^2+t^2/t_2^2$ at the branch point. That state decays faster than the loop state only if $t^2/t_2^2>2+2c^2+2\Delta^2/t^2$, and for every $c$ only if $t^2/t_2^2>10+2\Delta^2/t^2$. This can fail for $\Delta\ll|t|$ with $|t_2|$ near its limit and $|c|$ near 2, and the energy of fastest decay then does depend on $c$. For the numbers below it holds easily, 156 against 12.9.

**Q:** Put numbers in.

**A:** I take $d=0.145$ nm, a gap of 6 eV and $|t|=2.5$ eV as rough typical sizes, with $t=-2.5$ eV. The value $t_2=0.20$ eV is chosen to show the effect; it is not a measured parameter. It lies below the limits of 0.71 eV for the chain and 0.56 eV for the sheet. The shift is

$$\delta E_b=-\frac{0.20\times3.00^2}{2.50^2}\ \text{eV}=-0.288\ \text{eV}.$$

In the chain the level is at $-0.400-0.288=-0.688$ eV. A separate calculation followed the decay of the Green function between interior cells of a 60-cell chain and sought the energy of fastest decay. It gave $-0.688$ eV and $\kappa_b=1.138$ per cell, in agreement with the formulas.

The cell length is $L=1.5d=0.2175$ nm, so the amplitude decay length is $0.2175/1.138=0.191$ nm. The other state has $\cos k=-1.72+78.125=76.4$ and is far shorter. The model masses are 0.65 and 0.96 electron masses for conduction and valence; the level is shifted down, away from the lighter conduction band. This ordering comes from the chosen sign of $t_2$, not from the material: with $t_2=-0.20$ eV the masses are exchanged and the level moves up by the same amount. The decay length above belongs to the slice $c=1$. Elsewhere in the sheet the decay at this energy can be slower: $|\cos k|$ is smallest at $|c|=\sqrt{1+\Delta^2/t^2}=1.56$, where the decay length is 0.214 nm.

If a lateral metal contact held its Fermi level at the branch point, the hole barrier would be $3.00-0.29=2.71$ eV and the electron barrier $3.00+0.29=3.29$ eV. With $t_2=0$, at the same gap, both would be 3.00 eV.

**Q:** I distrust orthonormal orbitals. Neighbouring orbitals on boron and nitrogen overlap.

**A:** Here your distrust is justified. Let neighbours have overlap $s$, set $t_2=0$, and put the energy zero at the mean site energy. The off-diagonal elements become $(t-sE)$ times the neighbour sums, so

$$E^2-\Delta^2=(t-sE)^2u.$$

Differentiate with $du/dE=0$ and multiply by $(t-sE)/2$:

$$E(t-sE)=-s(t-sE)^2u=-s(E^2-\Delta^2).$$

The terms in $sE^2$ cancel, leaving

$$E_b=\frac{s\Delta^2}{t}.$$

For a trial overlap $s=0.10$ this is $0.10\times9.00/(-2.50)=-0.36$ eV, more than the $t_2$ shift. With both present, the numerical minimum of $u$ lies 0.69 eV below the midgap at K. The separate shifts add up to $-0.65$ eV, so they are not simply additive.

**Q:** What else could spoil the number?

**A:** Two other terms were tried, each without overlap and with the gap at K held fixed. A third-neighbour hopping of $-0.10$ eV, across the hexagon, changes the shift in the slice $c=1$ from $-0.29$ to $-0.37$ eV. The product of the off-diagonal elements is then no longer a function of $u$ alone, so the level also varies with $c$: the shift is $-0.27$ eV at $c=1.8$, and at $c=0.6$ the two branches no longer merge on the line $k=\pi+i\kappa$. If the like-site hoppings are $t_2\pm\eta$ on the $A$ and $B$ sites, the merging condition becomes $(\Delta+\eta u)^2+t^2u=0$. For $\eta=0.10$ eV the shift is $-0.26$ eV, and for $\eta=-0.10$ eV it is $-0.32$ eV.

The conditions of use bring in energies well below the 0.29 eV shift. At 400 K the thermal energy is 0.034 eV. A field of 2 MV/cm, or 0.2 V/nm, changes the potential energy by $0.2\times0.191=0.038$ eV over one decay length. In a uniform field $F$, the semiclassical exponent for tunnelling between the bands is

$$\frac{2}{L\,eF}\int\kappa\,dE=\frac{2\times5.43}{0.2175\times0.2}\simeq250,$$

where the integral, in eV, runs over the gap. The slice $c=1$ is not the easiest path: the exponent is smallest near $c=1.3$, at about 234. Direct band-to-band tunnelling in this ideal sheet model is thus negligible. That says nothing about leakage through defects or about breakdown.

**Q:** So what may I say about a boron nitride dielectric in a device?

**A:** The gap, bond length and neighbour hopping used here are of the right rough size for hexagonal boron nitride, while $t_2$ is illustrative. The gap of 6 eV is closer to that of the bulk crystal. In an isolated sheet, where screening is weaker, the gap between adding and removing an electron is larger. The shift grows as the square of the gap: at 7 eV, with the same hoppings, it would be $-0.39$ eV. The geometry is a single perfect sheet contacted at its edge. An interlayer film may instead be multilayer or disordered, with current running across the layers; the in-plane decay length and barriers above do not carry over to it. Even for the sheet, the assumption of no overlap fails: the trial value moves the level by a further 0.40 eV. Decaying states from other orbitals, interlayer coupling, relaxation at the contact, interface dipoles and many-electron effects are not sized here. The $-0.29$ eV therefore illustrates one kind of contribution to a band alignment. Neither its size nor its sign is established for boron nitride, since both follow the chosen $t_2$: if the hole at K is the lighter carrier in the real sheet, the mass relation gives an upward shift. A barrier prediction would need the true masses and the other contributions at the same level of care. The numerical output lists the values used.

## Computed results

```
bond length (rough)              0.145 nm
cell length along armchair       0.2175 nm
Delta                            3.00 eV
gap 2 Delta                      6.00 eV
neighbour hopping t              -2.50 eV
like-site hopping t2 (chosen)    0.20 eV
chain limit on |t2|              0.7077 eV
sheet limit on |t2|              0.5642 eV
chain zone-edge midgap           -0.4000 eV
chain branch point, formula      -0.6880 eV
chain branch point, Green fn     -0.6880 eV
shift from midgap                -0.2880 eV
sheet midgap at K                -0.6000 eV
sheet branch point               -0.8880 eV
branch point above valence edge  2.7120 eV
conduction edge above it         3.2880 eV
cos k at branch point            -1.7200 (no unit)
cos k of the other state         76.4050 (no unit)
kappa per cell, formula          1.1376 (no unit)
kappa per cell, Green fn         1.1376 (no unit)
amplitude decay length           0.1912 nm
|A/B| at branch point            1.7662 (no unit)
conduction curvature W_c         2.4833 eV
valence curvature W_v            1.6833 eV
conduction mass                  0.649 m_e
valence mass (hole)              0.957 m_e
neglected effects, shift from midgap at K:
trial overlap s                  0.10 (no unit)
overlap alone, t2 = 0            -0.3600 eV
t2 and overlap together          -0.6889 eV
trial third-neighbour hopping    -0.10 eV
t2 and third neighbours          -0.3716 eV
trial like-site imbalance        0.10 eV
larger hopping on A              -0.2633 eV
larger hopping on B              -0.3195 eV
temperature of use               400 K
thermal energy                   0.0345 eV
field                            2.0 MV/cm
potential energy drop per decay  0.0382 eV
field for drop equal to shift    15.1 MV/cm
integral of kappa over the gap   5.4295 eV
interband tunnelling exponent    250 (no unit)
```
